# Fang-Howard form factor, exchange and plasmons in a silicon inversion layer: test program

```python
"""Finite thickness of a silicon (100) inversion layer, Fang-Howard profile.

Result under test (atomic units): for rho(z) = (b^3/2) z^2 exp(-b z), z > 0,
the in-plane interaction is V(q) = 2 pi f(q) / (kbar q), with x = q/b and
  f = (1+r)/2 * F + (1-r)/2 * (1+x)^-6,  F = (8+9x+3x^2) / (8 (1+x)^3).
It weakens exchange and lowers the RPA plasmon relative to an interface sheet.
Symbols: r = k_ox/k_si, kbar = (k_si+k_ox)/2, n = electron density,
n_dep = depletion density, g = spin times valley degeneracy, k_f = Fermi
wavevector, m_par and m_z = masses along and normal to the layer.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq, minimize_scalar

bohr = physical_constants["Bohr radius"][0] * 1e10       # angstrom
hartree = physical_constants["Hartree energy in eV"][0]  # eV
pi = np.pi

# Rounded material inputs and chosen densities
m_par, m_z, k_si, k_ox, g = 0.19, 0.92, 11.7, 3.9, 4
n_ang, n_dep_ang = 1e-4, 1e-5                            # angstrom^-2
n, n_dep = n_ang * bohr**2, n_dep_ang * bohr**2
r, kbar = k_ox / k_si, (k_si + k_ox) / 2
k_f = np.sqrt(4 * pi * n / g)
e_f = k_f**2 / (2 * m_par)
b = (48 * pi * m_z / k_si * (n_dep + 11 * n / 32)) ** (1 / 3)
slope = 15 * (1 + r) / 16 + 3 * (1 - r)


def fang_howard(x):
    return (8 + 9 * x + 3 * x**2) / (8 * (1 + x) ** 3)


def sheet(q):
    return np.ones_like(q, dtype=float)


def setback(q):
    return (1 + r) / 2 + (1 - r) / 2 * np.exp(-6 * q / b)


def layer(q):
    return (1 + r) / 2 * fang_howard(q / b) + (1 - r) / 2 * (1 + q / b) ** -6


def interaction(q, factor):
    return 2 * pi * factor(q) / (kbar * q)


# --- Form factor from its defining double integral, symbolically (b = 1)
z_s, t_s, x_s = sp.symbols("z t x", positive=True)
inner = sp.integrate(sp.expand(z_s**2 * (z_s + t_s)**2) * sp.exp(-2 * z_s),
                     (z_s, 0, sp.oo))
# The exponential in the separation t is integrated term by term.
poly = sp.Poly(sp.expand(inner), t_s)
double_integral = sum(coef * sp.factorial(power) / (1 + x_s)**(power + 1)
                      for (power,), coef in poly.terms()) / 2
closed = (8 + 9 * x_s + 3 * x_s**2) / (8 * (1 + x_s)**3)
assert sp.simplify(double_integral - closed) == 0


# --- Whole interaction from a finite-difference Poisson equation
def poisson_interaction(q):
    step = 0.02 / b
    half = int(25 / (q * step))
    z = step * np.arange(-half, half + 1)
    right = np.where(z + step / 2 > 0, k_si, k_ox)
    left = np.where(z - step / 2 > 0, k_si, k_ox)
    zp = np.maximum(z, 0)
    rho = b**3 / 2 * zp**2 * np.exp(-b * zp)
    bands = np.zeros((3, len(z)))
    bands[0, 1:] = -right[:-1] / step**2
    bands[1] = (right + left) / step**2 + (right + left) / 2 * q**2
    bands[2, :-1] = -left[1:] / step**2
    phi = solve_banded((1, 1), bands, 4 * pi * rho)
    return np.sum(rho * phi) * step


for x in (0.3, 1.0):
    v_numeric = poisson_interaction(x * b)
    assert abs(v_numeric / interaction(x * b, layer) - 1) < 5e-4
tiny = 1e-5
assert abs((1 - layer(tiny * b)) / tiny - slope) < 1e-3

# --- Subband energy on a grid: variational b and self-consistent Hartree
points = 1500
step = 40 / b / points
z = step * np.arange(1, points + 1)
min_kernel = np.minimum.outer(z, z) * step
v_dep = 4 * pi * n_dep / k_si * z


def trial(beta):
    psi = z * np.exp(-beta * z / 2)
    return psi / np.sqrt(np.sum(psi**2) * step)


def hartree_potential(rho):
    return 4 * pi * n / k_si * (min_kernel @ rho)


def energy(psi):
    rho = psi**2
    jumps = np.diff(np.concatenate(([0.0], psi, [0.0])))
    kinetic = np.sum(jumps**2) / (2 * m_z * step)
    potential = v_dep + hartree_potential(rho) / 2
    return kinetic + np.sum(rho * potential) * step


best = minimize_scalar(lambda s: energy(trial(s * b)), bounds=(0.5, 2),
                       method="bounded", options={"xatol": 1e-7})
assert abs(best.x - 1) < 1e-3
rho_fh = trial(b)**2
mean_min = rho_fh @ (min_kernel @ rho_fh) * step
assert abs(mean_min * b / (33 / 16) - 1) < 1e-3
e_trial = energy(trial(b))
e_formula = (b**2 / (8 * m_z) + 12 * pi * n_dep / (k_si * b)
             + 33 * pi * n / (8 * k_si * b))
assert abs(e_trial / e_formula - 1) < 1e-3


def levels(potential, mass, count):
    diagonal = 1 / (mass * step**2) + potential
    off = np.full(points - 1, -1 / (2 * mass * step**2))
    return eigh_tridiagonal(diagonal, off, select="i",
                            select_range=(0, count - 1))


rho_scf = rho_fh.copy()
for _ in range(100):
    v_scf = v_dep + hartree_potential(rho_scf)
    e_sub, states = levels(v_scf, m_z, 2)
    rho_new = states[:, 0]**2 / step
    change = np.sum(np.abs(rho_new - rho_scf)) * step
    rho_scf = 0.5 * (rho_scf + rho_new)
    if change < 1e-9:
        break
assert change < 1e-8
e_scf = energy(np.sqrt(rho_scf))
assert e_scf < e_trial < 1.08 * e_scf
gap = e_sub[1] - e_sub[0]
# The other four valleys present the light mass normal to the layer.
gap_other = levels(v_scf, m_par, 1)[0][0] - e_sub[0]
assert e_f < min(gap, gap_other)
depth_scf = np.sum(rho_scf * z) * step

# --- Exchange energy per electron
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = (nodes + 1) / 2, weights / 2


def exchange(factor):
    overlap = 2 / pi * (np.arccos(nodes) - nodes * np.sqrt(1 - nodes**2))
    return -k_f / kbar * np.sum(weights * overlap * factor(2 * k_f * nodes))


def exchange_two_discs(factor):
    """Direct integral over pairs of occupied wavevectors."""
    k = k_f * nodes[:, None, None]
    angle = pi / 2 * nodes[None, :, None]
    t = nodes[None, None, :]
    w = (weights[:, None, None] * weights[None, :, None]
         * weights[None, None, :])
    total = 0.0
    for sign in (1, -1):
        q_max = (sign * k * np.cos(angle)
                 + np.sqrt(k_f**2 - (k * np.sin(angle))**2))
        q_times_v = 2 * pi / kbar * factor(q_max * t)
        total += np.sum(w * 2 * pi * k * k_f * pi * q_max * q_times_v)
    return -g / (2 * n) * total / (2 * pi)**4


def scf_factor(q_values):
    result = []
    distance = np.abs(z[:, None] - z[None, :])
    for q in q_values:
        direct = rho_scf @ (np.exp(-q * distance) @ rho_scf) * step**2
        image = (np.sum(rho_scf * np.exp(-q * z)) * step)**2
        result.append((1 + r) / 2 * direct + (1 - r) / 2 * image)
    return np.array(result)


ex_sheet, ex_setback, ex_layer = map(exchange, (sheet, setback, layer))
ex_scf = exchange(scf_factor)
assert abs(ex_sheet / (-4 * k_f / (3 * pi * kbar)) - 1) < 1e-6
for factor, value in ((sheet, ex_sheet), (layer, ex_layer)):
    assert abs(exchange_two_discs(factor) / value - 1) < 1e-4
assert abs(ex_layer) < abs(ex_setback) < abs(ex_sheet)
assert abs(ex_layer / ex_scf - 1) < 0.05


# --- Plasmon: closed RPA root against the defining response integral
def response(q, omega):
    k = k_f * nodes[:, None]
    angle = 2 * pi * np.arange(400)[None, :] / 400
    delta = k * q * np.cos(angle) / m_par + q**2 / (2 * m_par)
    ring = np.mean(2 * delta / (omega**2 - delta**2), axis=1)
    return g / (2 * pi) * np.sum(weights * k_f * k[:, 0] * ring)


def rpa_root(q, v):
    a2 = (1 + 2 * pi / (g * m_par * v))**2
    return q * k_f / m_par * np.sqrt(a2 / (a2 - 1) + a2 * q**2 / (4 * k_f**2))


def edge(q):
    return q * k_f / m_par + q**2 / (2 * m_par)


q_list = (0.001, 0.002)                                  # angstrom^-1
plasmons = {}
for q_ang in q_list:
    q = q_ang * bohr
    row = []
    for factor in (sheet, setback, layer):
        v = interaction(q, factor)
        omega = rpa_root(q, v)
        root = brentq(lambda w: v * response(q, w) - 1,
                      1.05 * edge(q), 100 * edge(q), xtol=1e-14)
        assert abs(root / omega - 1) < 1e-6
        row.append(omega)
    assert row[2] < row[1] < row[0] < gap
    plasmons[q_ang] = row

# At q = k_f the bound on A^2 - 1 is 2: one true and one spurious root.
for a2, exists in ((2.0, True), (5.0, False)):
    v = 2 * pi / (g * m_par * (np.sqrt(a2) - 1))
    if exists:
        assert abs(v * response(k_f, rpa_root(k_f, v)) - 1) < 1e-6
    else:
        scan = edge(k_f) * np.linspace(1.02, 3, 40)
        assert max(v * response(k_f, w) for w in scan) < 1

# Leading small-q laws for the frequency ratio and the motion term
q = 1e-3 * b
w_sheet = rpa_root(q, interaction(q, sheet))
w_layer = rpa_root(q, interaction(q, layer))
assert abs((1 - w_layer / w_sheet) / (q / (2 * b)) / slope - 1) < 0.02
motion = (w_sheet**2 - 2 * pi * n * q / (kbar * m_par)) / (q * k_f / m_par)**2
assert abs(motion - 0.75) < 0.01


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Bohr radius", bohr, "angstrom", 7)
show("Hartree energy", hartree, "eV", 8)
show("In-plane mass", m_par, "electron masses")
show("Normal mass", m_z, "electron masses")
show("Silicon dielectric constant", k_si)
show("Oxide dielectric constant", k_ox)
show("Mean dielectric constant", kbar)
show("Degeneracy g", g)
show("Electron density", n_ang, "angstrom^-2")
show("Depletion density", n_dep_ang, "angstrom^-2")
show("Fermi wavevector", k_f / bohr, "angstrom^-1")
show("Fermi energy", e_f * hartree, "eV")
show("Fang-Howard b", b / bohr, "angstrom^-1")
show("Mean depth 3/b", 3 / b * bohr, "angstrom")
show("Mean depth, Hartree profile", depth_scf * bohr, "angstrom")
show("Energy per electron, trial", e_trial * hartree, "eV")
show("Energy per electron, Hartree", e_scf * hartree, "eV")
show("Gap to second subband", gap * hartree, "eV")
show("Gap to other valleys", gap_other * hartree, "eV")
show("Small-q slope c", slope)
show("k_F/b", k_f / b)
show("F at q=k_F", fang_howard(k_f / b))
show("Image average (1+x)^-6 at q=k_F", (1 + k_f / b)**-6)
show("Full factor f at q=k_F", layer(k_f))
show("Exchange, interface sheet", ex_sheet * hartree, "eV")
show("Exchange, setback sheet", ex_setback * hartree, "eV")
show("Exchange, full layer", ex_layer * hartree, "eV")
show("Exchange, full layer (converted)", ex_layer, "hartree")
show("Exchange ratio setback/interface", ex_setback / ex_sheet)
show("Exchange ratio layer/interface", ex_layer / ex_sheet)
show("Exchange ratio Hartree profile/interface", ex_scf / ex_sheet)
for q_ang in q_list:
    q = q_ang * bohr
    w0, w1, w2 = plasmons[q_ang]
    local = np.sqrt(2 * pi * n * q / (kbar * m_par))
    tag = f"q={q_ang} angstrom^-1, "
    show(tag + "factor f", layer(q))
    show(tag + "local interface-sheet plasmon", local * hartree, "eV")
    show(tag + "RPA interface-sheet plasmon", w0 * hartree, "eV")
    show(tag + "RPA setback-sheet plasmon", w1 * hartree, "eV")
    show(tag + "RPA full-layer plasmon", w2 * hartree, "eV")
    show(tag + "full-layer plasmon (converted)", w2, "hartree")
    show(tag + "ratio setback/interface", w1 / w0)
    show(tag + "ratio layer/interface", w2 / w0)
    show(tag + "first-order ratio 1-cq/(2b)", 1 - slope * q / (2 * b))
print("OK")
```

It prints:

```
Bohr radius: 0.5291772 angstrom
Hartree energy: 27.211386 eV
In-plane mass: 0.19 electron masses
Normal mass: 0.92 electron masses
Silicon dielectric constant: 11.7
Oxide dielectric constant: 3.9
Mean dielectric constant: 7.8
Degeneracy g: 4
Electron density: 0.0001 angstrom^-2
Depletion density: 1e-05 angstrom^-2
Fermi wavevector: 0.017725 angstrom^-1
Fermi energy: 0.0062997 eV
Fang-Howard b: 0.099811 angstrom^-1
Mean depth 3/b: 30.057 angstrom
Mean depth, Hartree profile: 28.324 angstrom
Energy per electron, trial: 0.030941 eV
Energy per electron, Hartree: 0.030301 eV
Gap to second subband: 0.01366 eV
Gap to other valleys: 0.014025 eV
Small-q slope c: 3.25
k_F/b: 0.17758
F at q=k_F: 0.74197
Image average (1+x)^-6 at q=k_F: 0.37502
Full factor f at q=k_F: 0.61965
Exchange, interface sheet: -0.013887 eV
Exchange, setback sheet: -0.011974 eV
Exchange, full layer: -0.010597 eV
Exchange, full layer (converted): -0.00038942 hartree
Exchange ratio setback/interface: 0.86224
Exchange ratio layer/interface: 0.76304
Exchange ratio Hartree profile/interface: 0.78061
q=0.001 angstrom^-1, factor f: 0.96832
q=0.001 angstrom^-1, local interface-sheet plasmon: 0.0068205 eV
q=0.001 angstrom^-1, RPA interface-sheet plasmon: 0.0068483 eV
q=0.001 angstrom^-1, RPA setback-sheet plasmon: 0.0067819 eV
q=0.001 angstrom^-1, RPA full-layer plasmon: 0.0067399 eV
q=0.001 angstrom^-1, full-layer plasmon (converted): 0.00024769 hartree
q=0.001 angstrom^-1, ratio setback/interface: 0.99031
q=0.001 angstrom^-1, ratio layer/interface: 0.98416
q=0.001 angstrom^-1, first-order ratio 1-cq/(2b): 0.98372
q=0.002 angstrom^-1, factor f: 0.93832
q=0.002 angstrom^-1, local interface-sheet plasmon: 0.0096457 eV
q=0.002 angstrom^-1, RPA interface-sheet plasmon: 0.0097244 eV
q=0.002 angstrom^-1, RPA setback-sheet plasmon: 0.0095421 eV
q=0.002 angstrom^-1, RPA full-layer plasmon: 0.0094248 eV
q=0.002 angstrom^-1, full-layer plasmon (converted): 0.00034635 hartree
q=0.002 angstrom^-1, ratio setback/interface: 0.98125
q=0.002 angstrom^-1, ratio layer/interface: 0.96919
q=0.002 angstrom^-1, first-order ratio 1-cq/(2b): 0.96744
OK
```
